# REKS(2,2) Energy from Determinant Energies and Its Relation to Perfect-Pairing GVB, part 1

(Sections cited here and not found follow in the second part.)

## The energy as a weighted sum of determinant energies

The spin-restricted ensemble-referenced Kohn–Sham method with two electrons in two active orbitals, REKS(2,2), uses real orthonormal orbitals shared by both spins: a doubly occupied core and two active orbitals $a$ and $b$ with occupations $n_a+n_b=2$. With $x=n_an_b$, which lies between 0 and 1, its energy is a weighted sum of the energies of six determinants,

$$E=\frac{n_a}{2}E[a\bar a]+\frac{n_b}{2}E[b\bar b]-\frac{f(x)}{2}\Big(E[a\bar b]+E[\bar ab]-E[ab]-E[\bar a\bar b]\Big). \tag{1}$$

A symbol such as $a\bar b$ denotes the determinant with the core filled, a spin-up electron in $a$ and a spin-down electron (bar) in $b$. If the determinant energies are evaluated with exact exchange, that is as expectation values of the Hamiltonian, and if $f(x)=\sqrt x$, then (1) is the energy of the one-pair perfect-pairing generalized valence bond (GVB) wave function in the same orbitals. The method itself uses

$$f(x)=x^{\,p(x)},\qquad p(x)=1-\frac{x+\delta}{2(1+\delta)},\qquad \delta=0.4, \tag{2}$$

and with this function and exact exchange, at equal orbitals and occupations,

$$E_{\rm REKS}-E_{\rm GVB}=(\sqrt x-f)\,K\ \ge 0, \tag{3}$$

where $K>0$ is the exchange integral of $a$ and $b$. The difference vanishes at $x=0$ and $x=1$ and is positive in between. The form (1) with $f=\sqrt x$ is derived from a wave function. The replacement of the determinant energies by density-functional energies, and of $\sqrt x$ by (2), defines a model and is not a theorem.

The Hamiltonian for $N$ electrons and fixed nuclei is

$$H=\sum_i h(i)+\sum_{i<j}g(i,j)+V_{nn},\qquad h=-\frac{\hbar^2}{2m_e}\nabla^2+v(\mathbf r),\qquad g(i,j)=\frac{e^2}{4\pi\varepsilon_0|\mathbf r_i-\mathbf r_j|},$$

with $v$ the attraction to the nuclei and $V_{nn}$ their repulsion. It contains no spin operator and no magnetic field. For spatial orbitals $p,q,r,s$ the integrals are $h_{pq}=\int p^*hq\,d^3r$ and

$$(pq|rs)=\iint p^*(\mathbf r_1)q(\mathbf r_1)\,g(1,2)\,r^*(\mathbf r_2)s(\mathbf r_2)\,d^3r_1d^3r_2 .$$

For real orbitals $(pq|rs)=(qp|rs)=(pq|sr)=(rs|pq)$. The active Coulomb integrals are $J_{aa}=(aa|aa)$, $J_{bb}=(bb|bb)$, $J_{ab}=(aa|bb)$, and the exchange integral is $K=(ab|ba)=(ab|ab)$.

Two matrix-element rules are needed. A normalized determinant of orthonormal spin-orbitals is $\Phi=(N!)^{-1/2}\sum_P(-1)^PP\,\chi_1(1)\cdots\chi_N(N)$, where $P$ permutes the electrons. An operator $O$ symmetric in the electrons commutes with every $P$. Each permutation in the bra can therefore be moved to the ket, where it relabels the sum over permutations, and the $N!$ terms of the bra contribute equally:

$$\langle\Phi|O|\Phi'\rangle=\sum_P(-1)^P\langle\chi_1\cdots\chi_N|O|P\,\chi'_1\cdots\chi'_N\rangle .$$

Take first $\Phi'=\Phi$. In the term $h(i)$ every electron other than $i$ gives an overlap, which is zero unless $P$ leaves its spin-orbital in place, so $P$ is the identity. In the term $g(i,j)$ the same argument leaves the identity and the transposition of $i$ and $j$, the latter with sign $-1$. The transposed term contains the spin overlap of $\chi_i$ and $\chi_j$ and survives for equal spins. With $\phi_i$ the spatial part and $\sigma_i$ the spin of $\chi_i$,

$$E[\Phi]=V_{nn}+\sum_ih_{ii}+\sum_{i<j}\big[(\phi_i\phi_i|\phi_j\phi_j)-\delta_{\sigma_i\sigma_j}(\phi_i\phi_j|\phi_j\phi_i)\big]. \tag{4}$$

Take next two determinants that differ in the last two spin-orbitals, $\chi_{N-1},\chi_N$ in the bra and $\chi'_{N-1},\chi'_N$ in the ket, with each of the two bra functions orthogonal to all ket functions. An electron $N-1$ or $N$ on which no operator acts gives a zero overlap for any $P$. This removes $V_{nn}$, all one-electron terms and all pair terms except $g(N-1,N)$, for which the core overlaps again leave the identity and one transposition:

$$\langle\Phi|H|\Phi'\rangle=\langle\chi_{N-1}\chi_N|g|\chi'_{N-1}\chi'_N\rangle-\langle\chi_{N-1}\chi_N|g|\chi'_N\chi'_{N-1}\rangle. \tag{5}$$

In (4) the terms that involve core electrons alone, together with $V_{nn}$, form a constant $E_c$ common to all six determinants. An active electron in orbital $a$ meets two electrons in each core orbital $c$. It has a Coulomb term with both and an exchange term with the one of its own spin, so it contributes

$$\tilde h_a=h_{aa}+\sum_c\big[2(aa|cc)-(ac|ca)\big],$$

whichever its spin, because the core holds one electron of each spin in each orbital. The same holds for $\tilde h_b$. The pair of active electrons adds one Coulomb term and, for parallel spins, one exchange term:

$$E[a\bar a]=E_c+2\tilde h_a+J_{aa},\qquad E[b\bar b]=E_c+2\tilde h_b+J_{bb},$$

$$E[a\bar b]=E[\bar ab]=E_c+\tilde h_a+\tilde h_b+J_{ab},\qquad E[ab]=E[\bar a\bar b]=E_c+\tilde h_a+\tilde h_b+J_{ab}-K. \tag{6}$$

The perfect-pairing GVB function describes the active pair by two non-orthogonal orbitals $\varphi_+$ and $\varphi_-$, both orthogonal to the core, coupled to a singlet. Its spatial part is proportional to $\varphi_+(1)\varphi_-(2)+\varphi_-(1)\varphi_+(2)$. For normalized real $\varphi_\pm$ with overlap $S$, the sum and the difference are orthogonal, since $\langle\varphi_++\varphi_-|\varphi_+-\varphi_-\rangle=1-S+S-1=0$. Let $a$ and $b$ be the normalized sum and difference. Then $\varphi_\pm\propto\sqrt{c_a}\,a\pm\sqrt{c_b}\,b$ with $c_a,c_b\ge0$, and

$$\varphi_+(1)\varphi_-(2)+\varphi_-(1)\varphi_+(2)\ \propto\ 2c_a\,a(1)a(2)-2c_b\,b(1)b(2),$$

because the first product gives the cross terms $\sqrt{c_ac_b}\,[-a(1)b(2)+b(1)a(2)]$ and the second gives the same with opposite sign. The overlap is $S=(c_a-c_b)/(c_a+c_b)$. The function $a(1)a(2)$ times the singlet spin function $(\alpha\beta-\beta\alpha)/\sqrt2$ is the determinant of $a\alpha$ and $a\beta$. With the order core, spin-up, spin-down in both determinants, and with $c_a^2+c_b^2=1$,

$$\Psi=c_a|a\bar a|-c_b|b\bar b|,\qquad c_a=\sqrt{n_a/2},\quad c_b=\sqrt{n_b/2}. \tag{7}$$

The meaning of $n_a$ and $n_b$ follows from the density. The density operator is a one-electron operator, which has no matrix element between determinants that differ in two spin-orbitals, by the argument that led to (5). The density of $\Psi$ is therefore $c_a^2$ times that of $|a\bar a|$ plus $c_b^2$ times that of $|b\bar b|$:

$$\rho=c_a^2(\rho_c+2a^2)+c_b^2(\rho_c+2b^2)=\rho_c+n_aa^2+n_bb^2,\qquad \rho_c=2\sum_cc^2. \tag{8}$$

The same argument holds for the one-particle density matrix, which is diagonal in these orbitals. Thus $a$ and $b$ are natural orbitals and $n_a,n_b$ their occupations.

The coupling of the two determinants follows from (5). The direct term has matching spins and equals $\iint a(1)a(2)\,g\,b(1)b(2)=(ab|ab)=K$. The transposed term pairs $a\alpha$ with $b\beta$ for the same electron and vanishes on summing over spin. Hence $\langle a\bar a|H|b\bar b\rangle=K$, and

$$E_{\rm GVB}=c_a^2E[a\bar a]+c_b^2E[b\bar b]-2c_ac_bK=\frac{n_a}{2}E[a\bar a]+\frac{n_b}{2}E[b\bar b]-\sqrt x\,K, \tag{9}$$

since $2c_ac_b=2\sqrt{n_an_b/4}=\sqrt x$.

The integral $K$ is positive. It is the Coulomb interaction of the distribution $w=ab$ with itself. The Fourier transform of $e^2/(4\pi\varepsilon_0r)$ is $e^2/(\varepsilon_0k^2)$, and the convolution theorem gives

$$K=\int\frac{d^3k}{(2\pi)^3}\,\frac{e^2}{\varepsilon_0k^2}\,|\tilde w(\mathbf k)|^2 ,$$

which is positive unless $ab$ vanishes everywhere. A plus sign in (7) would turn the last term of (9) into $+\sqrt xK$ and leave the others unchanged, so the relative minus sign, which the pairing form produces by itself, is the one of lower energy.

The last term of (9) is an off-diagonal matrix element. A density-functional approximation assigns an energy to a determinant through its spin densities and has no rule for such an element. The obstacle is removed by subtracting the last two lines of (6), where $E_c$, $\tilde h_a$, $\tilde h_b$ and $J_{ab}$ cancel:

$$E[a\bar b]-E[ab]=K,\qquad E[\bar ab]-E[\bar a\bar b]=K .$$

Half the sum of the two relations treats both spin directions alike,

$$K=\tfrac12\big(E[a\bar b]+E[\bar ab]-E[ab]-E[\bar a\bar b]\big), \tag{10}$$

and insertion into (9) gives (1) with $f=\sqrt x$. This establishes the identity of the GVB energy with a weighted sum of diagonal energies. It holds for arbitrary real orthonormal orbitals and arbitrary occupations, with no optimization. Inserting (10) into (1) for a general $f$ gives $E=\frac{n_a}{2}E[a\bar a]+\frac{n_b}{2}E[b\bar b]-fK$, and subtracting (9) gives the equality in (3). These relations were tested for twisted ethylene with randomly rotated orbitals at four occupations: the expectation value of $H$ in the state (7), computed from its configuration vector, agrees with the weighted sum of six independently computed determinant energies, and the differences above agree with the integral $K$.

The step from (9) to (10) identifies two integrals that are equal for real orbitals and need not be for complex ones. Without the assumption of reality the coupling from (5) is $(ab|ab)$, while the energy difference from (4) is $(ab|ba)$. Write $a^*b=X+iY$ with real $X$ and $Y$, so that $b^*a=X-iY$, and let $(X|Y)=(Y|X)$ be the Coulomb interaction of two real distributions. Then

$$(ab|ab)=(X|X)-(Y|Y)+2i(X|Y),\qquad (ab|ba)=(X|X)+(Y|Y).$$

For the atomic orbitals $a=(p_x+ip_y)/\sqrt2$ and $b=(p_x-ip_y)/\sqrt2$ one has $a^*b=(p_x-ip_y)^2/2$, so $X=(p_x^2-p_y^2)/2$ and $Y=-p_xp_y$. A rotation by $45^\circ$ about $z$ takes $p_x$ to $(p_x+p_y)/\sqrt2$ and $p_y$ to $(p_y-p_x)/\sqrt2$, hence $p_xp_y$ to $(p_y^2-p_x^2)/2$. The Coulomb interaction is invariant under rotations, so $(X|X)=(Y|Y)=K_{xy}$, the exchange integral of $p_x$ and $p_y$. Under the reflection $x\to-x$ the function $X$ is even and $Y$ is odd, so $(X|Y)=0$. The coupling is zero and the energy difference is $2K_{xy}$. For the carbon $2p$ functions of the STO-3G basis the real pair $p_x,p_y$ gives 0.15812 aJ for both quantities, while the complex pair gives a coupling of 0.00000 aJ and a difference of 0.31624 aJ. Equation (1) with $f=\sqrt x$ is then not the energy of (7). Real orbitals are assumed from here on.

Equation (1) has the form $E=\sum_LC_LE_L$, with $L$ running over $a\bar a$, $b\bar b$, $a\bar b$, $\bar ab$, $ab$, $\bar a\bar b$ and

$$C=\Big(\frac{n_a}{2},\ \frac{n_b}{2},\ -\frac f2,\ -\frac f2,\ +\frac f2,\ +\frac f2\Big). \tag{11}$$

The weights sum to $(n_a+n_b)/2=1$ for any $f$. The four open-shell determinants share the total density $\rho_c+a^2+b^2$, and their weights sum to zero, so $\sum_LC_L\rho_L$ is the density (8), again for any $f$. They cancel in each spin separately as well. A spin-up electron occupies $a$ in $a\bar b$ and in $ab$, with weights $-f/2$ and $+f/2$, and occupies $b$ in $\bar ab$ and in $ab$, with the same two weights; the spin-down case follows by exchanging the spins. Each spin density of the weighted sum is thus $\rho/2$. The agreement of the weighted total density matrix with that of the state (7) was part of the ethylene test. Two of the weights are negative for $f>0$, so the sum is not a statistical mixture of six states. The four open-shell terms are a device for writing one coupling integral, and the density comes from the two closed-shell determinants with positive weights.

In the density-functional version each $E_L$ is the Kohn–Sham energy expression evaluated on determinant $L$,

$$E_L=V_{nn}+\sum_ih_{ii}+J[\rho_L]+E_{xc}[\rho_L^\uparrow,\rho_L^\downarrow],\qquad J[\rho]=\tfrac12(\rho|\rho). \tag{12}$$

Exact exchange is the special case $E_{xc}=-\frac12\sum_{ij}\delta_{\sigma_i\sigma_j}(\phi_i\phi_j|\phi_j\phi_i)$, with both sums unrestricted. Then (12) is (4): each pair $i\ne j$ appears twice and is halved, and the terms $i=j$ cancel between $J$ and $E_{xc}$. For a functional without a magnetic field $E_{xc}$ is symmetric in its two arguments, so $E[a\bar b]=E[\bar ab]$ and $E[ab]=E[\bar a\bar b]$, and (1) becomes

$$E=\frac{n_a}{2}E[a\bar a]+\frac{n_b}{2}E[b\bar b]-f(x)\,\Delta,\qquad \Delta=E[a\bar b]-E[ab]. \tag{13}$$

The determinants $a\bar b$ and $ab$ occupy the same spatial orbitals. They have the same $\sum_ih_{ii}$, the same total density and the same $J$, and $\Delta$ is a difference of exchange-correlation energies,

$$\Delta=E_{xc}\big[\tfrac12\rho_c+a^2,\ \tfrac12\rho_c+b^2\big]-E_{xc}\big[\tfrac12\rho_c+a^2+b^2,\ \tfrac12\rho_c\big]. \tag{14}$$

This cancellation and the spin-flip symmetry were tested with the local density approximation for ethylene. For exact exchange $\Delta=K$. For an approximate functional $\Delta$ is the energy gained by aligning the two active spins at fixed total density. The Fourier argument for the sign of $K$ does not apply to it, and no general sign is claimed; it is positive in the two cases computed below. If $\Delta$ were negative, the last term of (13) would penalize fractional occupation.

The energy (13) is not the Kohn–Sham expression evaluated on the density (8). The one-electron part is linear in the density matrix and does take its value for occupations $n_a,n_b$. The Hartree part is quadratic. With $d=a^2-b^2$, the closed-shell densities are $\rho_c+2a^2=\rho+n_bd$ and $\rho_c+2b^2=\rho-n_ad$, where $2-n_a=n_b$ has been used. Since $J[\rho+\lambda d]=J[\rho]+\lambda(\rho|d)+\lambda^2J[d]$,

$$\frac{n_a}{2}J[\rho+n_bd]+\frac{n_b}{2}J[\rho-n_ad]=J[\rho]+\Big(\frac{n_an_b}{2}-\frac{n_bn_a}{2}\Big)(\rho|d)+\frac{n_an_b^2+n_bn_a^2}{2}J[d]=J[\rho]+xJ[d].$$

The last step uses $n_an_b(n_a+n_b)/2=x$. The weighted sum contains the Hartree energy of each two-electron configuration separately. An electron in $a$ and an electron in $b$ never repel each other in the closed-shell terms, as they do not in either determinant of (7), whereas $J[\rho]$ contains the cross term $n_an_bJ_{ab}$. REKS(2,2) is therefore a functional of the orbitals and of the occupation, to be minimized over both.

The function $f$ is fixed at its two ends by limits. At $x=0$ one orbital is empty and $f(0)=0$ reduces (13) to the ordinary restricted Kohn–Sham energy $E[a\bar a]$. At $x=1$ the value $f(1)=1$ is required for a bond to dissociate into spin-polarized atoms, as shown for H$_2$ in the second half. The form (2) meets both conditions: $p(0)=1-\delta/(2(1+\delta))=6/7>0$ gives $f(0)=0$, and $f(1)=1^{1/2}=1$. Between the ends the choice is a matter of design. With $f=\sqrt x$ the coupling term supplies pair correlation for every closed-shell molecule, however far $b$ lies above $a$. An approximate $E_{xc}$ is built to supply correlation for a single closed-shell determinant already, so part of it would be counted twice. The function (2) is meant to switch the coupling off where one determinant dominates and to keep it where $a$ and $b$ are nearly degenerate. How strongly it does so can be derived; that it removes the right amount of double counting cannot, and $\delta=0.4$ is a parameter of the method.

For real orbitals and exact exchange, the weighted sum (1) with $f=\sqrt x$ has been shown to equal the GVB energy, and its density-functional version (13) has been defined. What remains is to prove the sign in (3), to find the conditions for optimal occupations and orbitals, to compare the REKS and GVB minima, and to work through twisted ethylene and the dissociation of H$_2$.
